# Pull-in of a spring-supported parallel-plate capacitor at controlled voltage: a numerical check

```python
"""
Pull-in of a spring-supported parallel-plate capacitor at controlled voltage.

Result under test: stable balance ends when the travel x equals one third of
the original gap g0, at the voltage V_PI = sqrt(8 k g0^3 / (27 eps0 A)).
Symbols: k spring stiffness, A plate area, x travel towards the fixed plate,
g0 - x remaining gap, eps0 vacuum permittivity. SI units are used internally.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0 as eps0, k as k_boltzmann, g as gravity
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1

um = 1e-6
radius, g0, k, thickness = 60 * um, 3 * um, 10.0, 2 * um
density, young = 19300.0, 80e9        # rough values for gold
support_width = 10 * um
temperature = 300.0
air_minimum_voltage = 300.0           # rough lowest breakdown voltage of air
emission_field = 1e8                  # V/m, rough scale for field emission
area = np.pi * radius**2
mass = density * area * thickness


def capacitance(x):
    return eps0 * area / (g0 - x)


def total_energy(x, volt):
    """Spring energy + field energy - work delivered by the source."""
    charge = capacitance(x) * volt
    return 0.5 * k * x**2 + 0.5 * capacitance(x) * volt**2 - charge * volt


def electric_force(x, volt):
    return eps0 * area * volt**2 / (2 * (g0 - x)**2)


def balance_voltage(x):
    return np.sqrt(2 * k * x * (g0 - x)**2 / (eps0 * area))


v_pi = np.sqrt(8 * k * g0**3 / (27 * eps0 * area))
x_pi = g0 / 3

# Force and stiffness: finite differences of the energy against the formulas.
for u in (0.1, 0.25, 0.4, 0.6):
    x, volt = u * g0, balance_voltage(u * g0)
    h = 1e-4 * g0
    slope = (total_energy(x + h, 20.0) - total_energy(x - h, 20.0)) / (2 * h)
    assert abs((k * x - slope) / electric_force(x, 20.0) - 1) < 1e-5
    h = 1e-3 * g0
    curvature = (total_energy(x + h, volt) - 2 * total_energy(x, volt)
                 + total_energy(x - h, volt)) / h**2
    assert abs(curvature / k - (g0 - 3 * x) / (g0 - x)) < 1e-3

# Force again, from the charge in the field of the other plate alone.
charge = capacitance(x_pi) * v_pi
assert abs(charge * (charge / (2 * eps0 * area))
           / electric_force(x_pi, v_pi) - 1) < 1e-12

# Pull-in without the formula: raise V until the energy minimum vanishes.
grid = np.linspace(0, 0.95 * g0, 4001)


def energy_minimum(volt):
    slopes = np.diff(total_energy(grid, volt))
    place = np.where((slopes[:-1] < 0) & (slopes[1:] >= 0))[0]
    return grid[place[0] + 1] if place.size else None


low, high = 5.0, 100.0
assert energy_minimum(low) is not None and energy_minimum(high) is None
for _ in range(50):
    middle = 0.5 * (low + high)
    if energy_minimum(middle) is None:
        high = middle
    else:
        low = middle
v_search, x_search = low, energy_minimum(low)
assert abs(v_search / v_pi - 1) < 1e-5
assert abs(x_search / g0 - 1 / 3) < 2e-3   # limited by the grid spacing


# Motion from rest; time in units of sqrt(m/k), travel in units of g0.
def move(volt, damping, duration):
    def rate(t, y):
        push = electric_force(y[0] * g0, volt) / (k * g0)
        return [y[1], push - y[0] - damping * y[1]]

    def contact(t, y):
        return y[0] - 0.98
    contact.terminal = True
    run = solve_ivp(rate, (0, duration), [0.0, 0.0], events=contact,
                    rtol=1e-8, atol=1e-10, method="LSODA")
    assert run.success
    return run.status == 1, run.y[0]


closed, path = move(0.99 * v_pi, 4.0, 1000)
rest = brentq(lambda u: balance_voltage(u * g0) - 0.99 * v_pi, 1e-6, 1 / 3)
assert not closed and abs(path[-1] - rest) < 1e-4
assert move(1.01 * v_pi, 4.0, 1000)[0]

# Sudden voltage without damping has a lower threshold and turns at g0/2.
v_step = np.sqrt(27 / 32) * v_pi
closed, path = move(0.9999 * v_step, 0.0, 100)
step_turn = path.max()
assert not closed and abs(step_turn - 0.5) < 0.02
assert move(1.0001 * v_step, 0.0, 100)[0]

# Fixed charge: a stable minimum exists even at two thirds of the gap.
fixed_charge = np.sqrt(2 * eps0 * area * k * 2 * g0 / 3)
charge_energy = 0.5 * k * grid**2 + fixed_charge**2 / (2 * capacitance(grid))
x_charge = grid[np.argmin(charge_energy)]
assert abs(x_charge / g0 - 2 / 3) < 1e-3


# Fringing field: two thin discs cut into charged rings, Coulomb's law.
def disc_capacitance(gap, n):
    """Capacitance of two equal discs; gap None drops their interaction."""
    edges = radius * np.sin(np.linspace(0, np.pi / 2, n + 1))
    centre, half = (edges[1:] + edges[:-1]) / 2, np.diff(edges) / 2
    node, weight = np.polynomial.legendre.leggauss(10)
    node, weight = (node + 1) / 2, weight / 2
    # cubic spacing tames the logarithm where source and target meet
    offset = np.concatenate([-node**3, node**3])
    factor = np.tile(3 * node**2 * weight, 2)
    source = centre[:, None] + half[:, None] * offset
    measure = half[:, None] * factor * source

    def potential(z):
        target = centre[:, None, None]
        far = (target + source[None])**2 + z**2
        near = (target - source[None])**2 + z**2
        kernel = ellipkm1(near / far) / np.sqrt(far)
        return (measure[None] * kernel).sum(axis=2) / (np.pi * eps0)

    matrix = potential(0.0)
    if gap is not None:
        matrix = matrix - potential(gap)
    density_per_volt = np.linalg.solve(matrix, np.full(n, 0.5))
    return np.sum(density_per_volt * np.pi * np.diff(edges**2))


# An isolated disc has capacitance 8 eps0 R; two far discs in series give half.
assert abs(disc_capacitance(None, 160) / (4 * eps0 * radius) - 1) < 5e-3


def force_factor(n):
    """True force over ideal force, as a function of the gap in um."""
    gaps = np.linspace(1.5, 2.5, 7)
    ratio = [disc_capacitance(d * um, n) * d * um / (eps0 * area)
             for d in gaps]
    fit = np.polynomial.Polynomial.fit(gaps, ratio, 3)
    return lambda d: fit(d) - d * fit.deriv()(d)


coarse, fine = force_factor(80), force_factor(160)
assert abs(coarse(2.0) - fine(2.0)) < 1e-3
fringe_force = fine(2.0) - 1


def largest(function, a, b):
    found = minimize_scalar(lambda u: -function(u), bounds=(a, b),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, function(found.x)


u_fringe, v_fringe = largest(
    lambda u: balance_voltage(u * g0) / np.sqrt(fine((1 - u) * g0 / um)),
    0.2, 0.48)
assert 0 < fringe_force < 0.03 and v_fringe < v_pi

# Straight supports: stretching force over bending force, from the energies.
X, T, L, E, W, s = sp.symbols("X T L E W s", positive=True)
shape = X * (3 * s**2 - 2 * s**3)
bending = E * W * T**3 / 24 * sp.integrate(sp.diff(shape, s, 2)**2,
                                         (s, 0, 1)) / L**3
strain = sp.integrate(sp.diff(shape, s)**2, (s, 0, 1)) / (2 * L**2)
stretching = E * W * T * L * strain**2 / 2
stretch_ratio = sp.simplify(sp.diff(stretching, X) / sp.diff(bending, X))
assert sp.simplify(stretch_ratio - sp.Rational(18, 25) * X**2 / T**2) == 0
one_support = sp.simplify(sp.diff(bending, X) / X)
assert sp.simplify(one_support - E * W * T**3 / L**3) == 0
support_length = (4 * young * support_width * thickness**3 / k)**(1 / 3)
beta = float(stretch_ratio.subs({X: g0, T: thickness}))
u_stiff, v_stiff = largest(
    lambda u: balance_voltage(u * g0) * np.sqrt(1 + beta * u**2), 0.05, 0.95)
assert abs(5 * beta * u_stiff**3 - 3 * beta * u_stiff**2
           + 3 * u_stiff - 1) < 1e-5

# Small effects and discharge.
sag = mass * gravity / k
thermal = np.sqrt(k_boltzmann * temperature / k)
period = 2 * np.pi * np.sqrt(mass / k)
emission_gap = v_pi / emission_field
assert v_pi < air_minimum_voltage and emission_gap < g0 - x_pi
assert sag < 1e-3 * g0 and thermal < 1e-3 * g0

u_stable = brentq(lambda u: balance_voltage(u * g0) - 25, 1e-6, 1 / 3)
u_unstable = brentq(lambda u: balance_voltage(u * g0) - 25, 1 / 3, 0.999)

print(f"disc radius: {radius/um:.0f} um")
print(f"plate area: {area/um**2:.0f} um^2")
print(f"original gap: {g0/um:.1f} um")
print(f"spring stiffness: {k:.1f} N/m")
print(f"plate and support thickness: {thickness/um:.1f} um")
print(f"pull-in voltage, formula: {v_pi:.3f} V")
print(f"pull-in voltage, energy search: {v_search:.3f} V")
print(f"pull-in travel, formula: {x_pi/um:.3f} um")
print(f"pull-in travel, energy search: {x_search/um:.3f} um")
print(f"force at pull-in: {k*x_pi*1e6:.2f} uN")
print(f"field at pull-in: {v_pi/(g0-x_pi)/1e8:.3f} MV/cm")
for u in (0.1, 0.2, 1 / 3, 0.5, 0.7):
    print(f"balance voltage at x/g0 = {u:.3f}: "
          f"{balance_voltage(u*g0):.2f} V")
print(f"stable travel at 25 V: {u_stable*g0/um:.3f} um")
print(f"unstable travel at 25 V: {u_unstable*g0/um:.3f} um")
print(f"resting x/g0 at 0.99 of pull-in voltage: {rest:.4f}")
print(f"sudden-step threshold, no damping: {v_step:.3f} V")
print(f"sudden-step threshold / pull-in voltage: {v_step/v_pi:.4f}")
print(f"largest x/g0 just below step threshold: {step_turn:.3f}")
print(f"fixed-charge example, stable x/g0: {x_charge/g0:.3f}")
print(f"fringing, extra force at 2 um gap: {100*fringe_force:.2f} %")
print(f"fringing, pull-in x/g0: {u_fringe:.4f}")
print(f"fringing, pull-in voltage: {v_fringe:.2f} V")
print(f"gold Young modulus, rough: {young/1e9:.0f} GPa")
print(f"support width: {support_width/um:.0f} um")
print(f"length of each of four supports: {support_length/um:.0f} um")
print(f"stretching/bending force at g0/3: {100*beta/9:.1f} %")
print(f"straight supports, pull-in x/g0: {u_stiff:.4f}")
print(f"straight supports, pull-in voltage: {v_stiff:.2f} V")
print(f"gold density, rough: {density:.0f} kg/m^3")
print(f"sag under own weight: {sag*1e9:.3f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal motion, rms at zero voltage: {thermal*1e9:.4f} nm")
print(f"free oscillation period: {period*1e6:.1f} us")
print(f"lowest air breakdown voltage, rough: {air_minimum_voltage:.0f} V")
print(f"field-emission scale, rough: {emission_field/1e8:.1f} MV/cm")
print(f"gap where closing plate reaches it: {emission_gap/um:.3f} um")
print("all good")
```

Output:

```
disc radius: 60 um
plate area: 11310 um^2
original gap: 3.0 um
spring stiffness: 10.0 N/m
plate and support thickness: 2.0 um
pull-in voltage, formula: 28.265 V
pull-in voltage, energy search: 28.265 V
pull-in travel, formula: 1.000 um
pull-in travel, energy search: 1.000 um
force at pull-in: 10.00 uN
field at pull-in: 0.141 MV/cm
balance voltage at x/g0 = 0.100: 20.90 V
balance voltage at x/g0 = 0.200: 26.27 V
balance voltage at x/g0 = 0.333: 28.26 V
balance voltage at x/g0 = 0.500: 25.96 V
balance voltage at x/g0 = 0.700: 18.43 V
stable travel at 25 V: 0.501 um
unstable travel at 25 V: 1.603 um
resting x/g0 at 0.99 of pull-in voltage: 0.2804
sudden-step threshold, no damping: 25.963 V
sudden-step threshold / pull-in voltage: 0.9186
largest x/g0 just below step threshold: 0.493
fixed-charge example, stable x/g0: 0.667
fringing, extra force at 2 um gap: 0.95 %
fringing, pull-in x/g0: 0.3343
fringing, pull-in voltage: 28.13 V
gold Young modulus, rough: 80 GPa
support width: 10 um
length of each of four supports: 137 um
stretching/bending force at g0/3: 18.0 %
straight supports, pull-in x/g0: 0.4191
straight supports, pull-in voltage: 31.30 V
gold density, rough: 19300 kg/m^3
sag under own weight: 0.428 nm
temperature: 300 K
thermal motion, rms at zero voltage: 0.0204 nm
free oscillation period: 41.5 us
lowest air breakdown voltage, rough: 300 V
field-emission scale, rough: 1.0 MV/cm
gap where closing plate reaches it: 0.283 um
all good
```
